# Initial Mound Spacing from the Villain Instability in Epitaxial Growth

## Problem

A crystal surface grows by deposition from a beam. Let $h(x,t)$ be its height in atomic layers, measured from the mean film thickness, and let $x$ be the position in lattice sites. While the surface is nearly flat, a one-dimensional profile obeys

$$\frac{\partial h}{\partial t}=-\nu\,\frac{\partial^2 h}{\partial x^2}-K\,\frac{\partial^4 h}{\partial x^4},\qquad \nu=0.02\ \text{site}^2/\tau,\quad K=1\ \text{site}^4/\tau ,$$

where $\tau$ is a unit of time that is left open for now. The first term destabilises the flat surface, which is the Villain instability. The second term smooths it.

(a) Atoms hop less easily down over a step edge than along a terrace. Show that this drives atoms uphill, and explain how the equation follows.

(b) Find which ripples grow. Show that the fastest growing one has a wavelength of about 63 sites.

(c) Show that random deposition on a flat surface produces a height spectrum that peaks at this wavelength, so that it is the initial mound spacing.

(d) What happens on a closed ring of $N$ sites, where only whole numbers of waves fit?

(e) Put the model in the regime of iron growing on Fe(001) at 250 K and 0.1 layer/s. Find the spacing in nanometres and the thickness needed for mounds to develop, and judge how far the result can be trusted.

## Solution

### (a) Why the current runs uphill

Consider a terrace with sites $x=1,\dots,L$. At $x=0$ there is an ascending step, where an arriving atom sticks. Beyond $x=L$ the surface descends, and an atom that crosses the edge sticks at $x=L+1$ on the level below. All hops have rate 1 except the hop over the descending edge, which has rate $p$ with $0\le p\le1$. No new islands form on the terrace.

Let $P(x)$ be the probability that an atom starting at $x$ finally descends. Inside the terrace the two hops are equally likely, so

$$P(x)=\tfrac12\left[P(x-1)+P(x+1)\right].$$

The solutions are straight lines. Since $P(0)=0$, we have $P(x)=gx$. At the last site the hop rates are 1 to the left and $p$ over the edge, which gives

$$(1+p)P(L)=P(L-1)+p .$$

Inserting $P=gx$ gives $gL+pgL=gL-g+p$, hence

$$g=\frac{p}{1+pL}.$$

An atom that reaches the ascending step has moved uphill by $x$. One that descends has moved uphill by $x-(L+1)$, a negative number. The mean uphill displacement from site $x$ is therefore

$$x(1-P)+(x-L-1)P=x-(L+1)P=x\left[1-\frac{(L+1)p}{1+pL}\right]=x\,\frac{1-p}{1+pL}.$$

Deposition is uniform, and the average of $x$ over the terrace is $(L+1)/2$. The average displacement is

$$d=\frac{(1-p)(L+1)}{2(1+pL)} .$$

It vanishes for $p=1$ and is positive for $p<1$. A barrier against descending thus produces a net uphill current, although no force pulls the atoms uphill.

This calculation settles the sign of the current for the hopping rules stated above. Atoms that slip down at once when they land at an edge would add a downhill part, which can win if the barrier is weak. It does not give $\nu$, because on a nearly flat surface the terraces are long and islands nucleate on them. There we use symmetry. Let $J$ be the current towards positive $x$ and $m=\partial h/\partial x$ the slope. Reflecting $x$ reverses both, so $J$ is an odd function of $m$. If it is smooth, its leading term is $J=\nu m$. We take $\nu>0$, in line with the uphill drift on terraces. Any downhill contributions are included in $\nu$, which is the net coefficient.

A current that depends on the curvature gradient is also allowed, and we add it as the smoothing term:

$$J=\nu\,\frac{\partial h}{\partial x}+K\,\frac{\partial^3h}{\partial x^3}.$$

For $h=A\cos qx$ with $A>0$, the two parts are $-\nu Aq\sin qx$ and $+KAq^3\sin qx$. Just to the right of the crest at $x=0$, the first flows back towards the crest and the second flows away from it. The signs therefore match their roles.

If no atoms evaporate and no vacancies or overhangs form, the height changes only where the current converges or diverges. Relative to the mean thickness, $\partial h/\partial t=-\partial J/\partial x$. Inserting $J$ gives the stated equation.

### (b) The fastest growing ripple

The equation is linear with constant coefficients, so each sinusoidal ripple evolves on its own. Try

$$h(x,t)=A\,e^{\sigma t}\cos qx .$$

Two derivatives in $x$ multiply $h$ by $-q^2$, and four multiply it by $+q^4$. Therefore $\sigma h=-\nu(-q^2)h-Kq^4h$, or

$$\sigma(q)=\nu q^2-Kq^4=q^2(\nu-Kq^2).$$

A ripple grows when $0<q<\sqrt{\nu/K}$, that is, when its wavelength $\lambda=2\pi/q$ exceeds

$$\lambda_{\min}=2\pi\sqrt{K/\nu}=44.4\ \text{sites}.$$

Shorter ripples are smoothed away. Very long ones do grow, but slowly. Their slopes are gentle, so the current is weak, and it varies only over long distances. Each of these effects contributes one factor $q$ to $\sigma\approx\nu q^2$, which tends to zero. The fastest growth lies between these limits. Completing the square in $q^2$ locates it:

$$\sigma(q)=\frac{\nu^2}{4K}-K\left(q^2-\frac{\nu}{2K}\right)^2 .$$

The squared term can only lower the rate, so the maximum is at

$$q_*=\sqrt{\frac{\nu}{2K}}=\sqrt{\frac{0.02}{2}}=0.1\ \text{per site},\qquad \sigma_*=\frac{\nu^2}{4K}=\frac{0.0004}{4\,\tau}=\frac{10^{-4}}{\tau}.$$

The corresponding wavelength is

$$\lambda_*=\frac{2\pi}{q_*}=2\pi\sqrt{\frac{2K}{\nu}}=20\pi=62.8\ \text{sites},$$

which is about 63 sites.

The maximum is broad. At a wavelength of 50 sites the growth rate is $6.6\times10^{-5}/\tau$, and at 80 sites it is $8.5\times10^{-5}/\tau$, compared with $1.0\times10^{-4}/\tau$ at 63 sites. At 40 sites it is negative, $-1.15\times10^{-4}/\tau$. A spread of wavelengths therefore grows together, and the mounds do not form a perfect grating.

The spacing depends on the ratio $K/\nu$ alone, so it is independent of $\tau$. The waiting time does depend on $\tau$. As $\nu\to0^+$ at fixed $K$, the spacing diverges as $\nu^{-1/2}$ and the growth rate vanishes as $\nu^2$. For $\nu<0$, a net downhill current, both terms of $\sigma$ are negative and every ripple decays. The model then has no mound spacing.

### (c) Why the fastest ripple sets the initial spacing

A large growth rate would not select a spacing if the surface started with much stronger ripples at another wavelength. We therefore assume an initially flat surface that is roughened by atoms arriving independently at random sites.

Take a ring of $N$ sites and define $h_q=\sum_x h(x)e^{-iqx}$. With a random source $\eta$ added to the growth equation,

$$\frac{dh_q}{dt}=\sigma(q)h_q+\eta_q(t),\qquad \frac1N\langle\eta_q(t)\eta_q^*(t')\rangle=B\,\delta(t-t').$$

The strength $B$ is the same for all $q$, because arrivals at different sites are uncorrelated. Starting from $h_q=0$, the solution is

$$h_q(t)=\int_0^t e^{\sigma(q)(t-s)}\eta_q(s)\,ds .$$

In the average of $|h_q|^2$ the delta function removes one of the two time integrals. The height spectrum is

$$S(q,t)=\frac1N\langle|h_q|^2\rangle=B\int_0^t e^{2\sigma(q)s}\,ds=B\,\frac{e^{2\sigma(q)t}-1}{2\sigma(q)} ,$$

with the value $Bt$ where $\sigma=0$. For each $s>0$ the integrand increases with $\sigma$, and so does the integral. At any fixed $t>0$ the spectrum is therefore largest where $\sigma$ is largest, at $q_*$. Within the linear model the peak stays at 63 sites while it rises and sharpens.

This is the meaning of "initial mound spacing" used here: the wavelength at the peak of the height spectrum while the linear equation holds. An uncorrelated initial roughness would add $S_0e^{2\sigma t}$ with constant $S_0$, which peaks at the same place.

### (d) A closed ring

On a ring of $N$ sites the wavelength must be $N/n$ with $n=1,2,\dots$. The longest ripple has wavelength $N$. In the continuum model, if $N<44.4$, even this ripple decays, and without noise the ring becomes flat. With the deposition noise of part (c), the spectrum of a decaying ripple levels off at $B/(2|\sigma|)$. The roughness then stays bounded, but it rises steeply as $N$ approaches 44.4 from below. Since $N$ is an integer, it remains finite even at the closest value, $N=44$.

Since $N$ is an integer, the lattice itself deserves a look. Replace the second derivative by the difference $h(x+1)+h(x-1)-2h(x)$. On a ripple this gives $(2\cos q-2)h=-Qh$ with

$$Q=2-2\cos q=4\sin^2(q/2).$$

Applying the difference twice gives $Q^2h$, so $\sigma=\nu Q-KQ^2$. Diagonalizing this difference operator on a ring of 44 sites gives no growing ripple. On 45 sites the largest rate is $1.0\times10^{-5}/\tau$, about a tenth of $\sigma_*$. On a ring of 628 sites the fastest ripple has 10 waves, with wavelength $628/10=62.8$ sites.

The maximum of the lattice rate is at $Q=\nu/2K=0.01$, so $\sin(q/2)=0.05$ and

$$\lambda=\frac{\pi}{\arcsin 0.05}=62.81\ \text{sites},$$

against 62.83 in the continuum. This difference does not matter here.

### (e) A film in the regime of iron on Fe(001)

*Spacing and time.* Take a site spacing of 0.287 nm. Then

$$\lambda_*=62.8\times0.287\ \text{nm}=18.0\ \text{nm}.$$

To fix the time scale, choose $\tau$ as the time to deposit 0.001 layer. The coefficients become $\nu=0.02/0.001=20$ site²/layer and $K=1/0.001=1000$ site⁴/layer, with deposited thickness serving as time. A ripple at the peak grows by a factor $e$ in

$$\frac1{\sigma_*}=10^4\,\tau=10\ \text{layers},$$

or 100 s at 0.1 layer/s. Had $\tau$ been the time for one full layer, the same growth would have needed $10^4$ layers. The spacing would have been unchanged.

*Are these coefficients reasonable?* They are chosen, not fitted to iron. The natural length for comparison is the distance $\ell$ between island nuclei. With deposition rate $F$ per site and adatom diffusion coefficient $D$, an adatom survives for a time of order $\ell^2/D$, so the adatom density is about $F\ell^2/D$. If two adatoms that meet form a stable island, nucleation occurs at a rate of about $D(F\ell^2/D)^2$ per site. One event per area $\ell^2$ during one layer, a time $1/F$, requires

$$D\left(\frac{F\ell^2}{D}\right)^2\ell^2\,\frac1F=\frac{F\ell^6}{D}\sim1,\qquad \ell\sim\left(\frac DF\right)^{1/6}.$$

As rough values for iron take a hop barrier of 0.45 eV and an attempt rate of $10^{13}\ \text{s}^{-1}$. In two dimensions $D$ is one quarter of the total hop rate, in site²/s. At 250 K and $F=0.1$ layer/s this gives $\ell=5.3$ sites if the unknown prefactor in the scaling relation is set to one. Then $\nu/\ell^2=0.72$ and $K/\ell^4=1.3$ per layer. These ratios are of order one only for this prefactor: doubling $\ell$ divides them by 4 and 16. For irreversible nucleation on a square lattice with these rates the prefactor is in fact about two. The distance between nuclei is about 10 sites at coverages of 0.1 to 0.3 layer, which gives $\nu/\ell^2\approx0.2$ and $K/\ell^4\approx0.1$. The check is therefore weak, and $\ell=5.3$, kept below as the reference value, is on the short side.

An extra edge barrier of roughly 0.045 eV gives $p=e^{-0.045\,\text{eV}/k_BT}=0.124$ at 250 K. On a terrace of 10 sites, part (a) yields

$$d=\frac{0.876\times11}{2(1+1.24)}=2.15\ \text{sites},$$

an uphill drift. This terrace is as long as $\ell$ or longer, so on the real film islands could nucleate on it, which part (a) excludes. The number only illustrates how strongly such a barrier biases the motion.

*How rough is the film?* For an isotropic two-dimensional surface, replace $q$ by the length of the wavevector. The spectrum then peaks on a ring of radius $q_*$. With thickness as time, Poisson arrivals give $B=1$, because the variance of the number of atoms landing on a site equals its mean. The rms roughness $W$ and rms slope $m_{\rm rms}$ follow from

$$W^2=\frac1{2\pi}\int_0^{2\pi/\ell}qS\,dq,\qquad m_{\rm rms}^2=\frac1{2\pi}\int_0^{2\pi/\ell}q^3S\,dq .$$

The cutoff excludes wavelengths shorter than $\ell$, for which a smooth height has no clear meaning. Numerical integration gives $W=0.20$ layer and $m_{\rm rms}=0.025$ layer/site after 10 layers. After 20 layers the values are 0.47 layer and 0.050 layer/site. $W$ hardly depends on the cutoff, but $m_{\rm rms}^2$ grows logarithmically with it: halving or doubling the cutoff shifts the slope after 10 layers to 0.024 or 0.026. If extrapolated, the linear formula reaches $W=1$ layer at about 28.5 layers. The height from valley to crest is larger than $W$. For a single sinusoidal ripple it is $2\sqrt2\,W$, which gives 0.6 layer after 10 layers and 1.3 layers after 20. In the linear model, mounds one layer high from valley to crest therefore need between 10 and 20 layers to develop. The initial pattern is a shallow modulation of layer filling and not yet a set of tall pyramids.

*Which spacing is measured?* One may instead read the spacing from the first side maximum of the height correlation,

$$C(r)=\frac1{2\pi}\int_0^{2\pi/\ell}qS\,J_0(qr)\,dq ,$$

where the Bessel function $J_0$ comes from averaging over directions. After 20 layers this maximum lies at 68 sites. The two definitions differ by about 8% of the spectral value, with no change in the surface. A quoted spacing should say which one is meant.

*What the model neglects.* The following estimates use the same film with $\ell=5.3$ sites. With $\ell\approx10$ sites, $\ell^2m^2$ and $(q_*\ell)^2$ are about four times larger.

- At finite slope the uphill current weakens. A rough interpolation is $J=\nu m/(1+\ell^2m^2)$. It is not matched to part (a): at steep slope it tends to $0.72/m$ per layer, whereas short terraces give about $(1-p)/(2m)=0.44/m$. At the rms slope, $\ell^2m^2$ is 0.02 after 10 layers and 0.07 after 20. What matters for growth is the mean of $\partial J/\partial m$ over the surface. For Gaussian slopes in two dimensions, with $J$ along the slope, this lowers the effective $\nu$ by about 3% after 10 layers and 12% after 20. Since $\sigma_*\propto\nu^2$, the peak growth rate is then about a fifth lower at 20 layers. This estimate uses the slopes of the linear model; the weakened current makes the actual slopes, and hence the reduction, somewhat smaller. The effect is small at first but not negligible later.

- Hills and valleys need not behave alike. This permits a term of the form $\nabla^2(\nabla h)^2$ in the growth equation. If its coefficient is comparable with $K$, its size for a ripple of amplitude $A$ is of order $Kq^4A^2$, compared with $Kq^4A$ for smoothing. For $h=A\cos qx$ one finds $\nabla^2(\nabla h)^2=2A^2q^4\cos 2qx$, so the ratio is $2A$ in layers. With $A=\sqrt2\,W$ this is about 0.6 after 10 layers and 1.3 after 20. The term drives the harmonic $2q_*$, which decays at the rate $8\sigma_*$, so its effect on the height is smaller than the ratio suggests. Still, the linear description should not be relied on as the roughness approaches one layer.

- The expansion in gradients is not well separated from the nucleation length, since $(q_*\ell)^2=0.28$. Suppose the next term is stabilising, with coefficient $c=K\ell^2$. Then $\sigma=\nu q^2-Kq^4-cq^6$. Setting the derivative with respect to $q^2$ to zero gives $\nu-2Kq^2-3cq^4=0$, whose positive root is
$$q^2=\frac{-K+\sqrt{K^2+3c\nu}}{3c}.$$
The spacing becomes 72 sites, 15% above the original result. With the opposite sign and the same size, the stationarity condition has no real root because $K^2<3c\nu$, and the truncated expansion selects no spacing at all.

- Temperature changes $\ell$. If $\nu\propto\ell^2$ and $K\propto\ell^4$ per layer with fixed prefactors, then $\lambda_*\propto\sqrt{K/\nu}\propto\ell$. Warming from 250 to 260 K at fixed flux raises the spacing by about 14%.

*Comparison with the real case.* Iron on Fe(001) is a known mound-forming system, but the coefficients used here were not fitted to it, so 18 nm is not a prediction of a measured spacing. Besides the neglect of nonlinear terms, an assumption at risk is that mounds are much wider than the distance between nuclei: here 63 sites is only about 12 times $\ell$ for $\ell=5.3$, and the relevant parameter $q_*\ell$ is about one half. For $\ell\approx10$ the factor is 6 and $q_*\ell$ is about one, so the gradient expansion has no small parameter. The assumed sixth-order term moves the spacing from 18 nm to about 21 nm for $\ell=5.3$, and to about 25 nm if $\ell$ is twice as long. For given $\nu$ and $K$, 63 sites is a sharp result of the linear model. For a real film with estimated coefficients, it is a guide to the scale.
